# Charge collection time in a one-centimetre planar germanium detector

## Problem

A gamma-ray detector is a flat slab of high-purity n-type germanium of thickness \(L=1\) cm, held at 77 K. One face carries an n⁺ contact at the positive potential, the other a p⁺ contact. The bias is \(V=2000\) V. Rough typical values for the crystal are a net donor density \(N=10^{10}\ \text{cm}^{-3}\), a relative permittivity of 16, a low-field mobility \(\mu=4\times10^4\ \text{cm}^2/\text{Vs}\) and a saturation velocity \(v_s=10^7\) cm/s. The last two are used for both electrons and holes.

A photon creates electron-hole pairs at some depth, and the field pulls the two kinds of carrier to opposite contacts. The collection time is the time from the creation of a pair until its last carrier arrives.

1. Estimate the longest collection time from the saturation velocity alone.
2. Improve the estimate by including the uneven field and the incomplete saturation.
3. Find how the collection time depends on the depth at which the pair is created.
4. Decide how far the neglected effects could move the answer.

## Solution

### 1. The first estimate

The longest path is the full thickness, travelled by one carrier of a pair created at the opposite contact. The question is which velocity to use. The mean field is \(V/L=2000\) V/cm, and the low-field law \(v=\mu E\) would give

\[
\mu\frac{V}{L}=(4\times10^4)(2000)=8\times10^7\ \text{cm/s},
\]

which is eight times the saturation velocity. The low-field law therefore does not apply, and the time it predicts, \(L^2/(\mu V)=12.5\) ns, is far too short. With carriers near saturation,

\[
T\approx\frac{L}{v_s}=\frac{1\ \text{cm}}{10^7\ \text{cm/s}}=100\ \text{ns}.
\]

The size of \(v_s\) can be understood from a simple cycle. A carrier of effective mass \(m\) starts from rest and is accelerated by the constant force \(eE\). When its kinetic energy reaches the optical-phonon energy \(E_p\), it emits a phonon, stops, and starts again. Its speed just before emission, \(v_p\), follows from \(\tfrac12mv_p^2=E_p\). Under constant acceleration from rest the mean velocity is half the final one, so

\[
\bar v=\frac{v_p}{2}=\frac12\sqrt{\frac{2E_p}{m}}=\sqrt{\frac{E_p}{2m}} .
\]

The field has dropped out. A stronger field shortens each cycle, but it also makes the carrier lose energy more often, and the mean velocity stays the same. With the rough values \(E_p=37\) meV and \(m=0.12\) electron masses, \(\bar v=1.65\times10^7\) cm/s. The cycle is idealized: it leaves out all other scattering, and it assumes emission at the threshold itself and a restart from rest. The mass 0.12 is an electron value; a heavy-hole mass near 0.33 gives about \(1.0\times10^7\) cm/s. The cycle supports the order of magnitude of \(v_s\), not its precise value.

### 2. The transit time in the real field

**The field.** Let \(x\) run from the n⁺ contact at \(x=0\) to the p⁺ contact at \(x=L\). The field points along \(+x\), so holes drift towards \(+x\) and electrons towards \(-x\). Below, \(E\) and \(v\) denote magnitudes. In a fully depleted crystal the mobile carriers have been swept out and the ionized donors remain, with charge density \(+eN\). Gauss's law gives

\[
\frac{dE}{dx}=\frac{eN}{\varepsilon}\equiv a ,
\qquad E(x)=E(0)+ax .
\]

The field must integrate to the applied voltage (the built-in voltage of the junction, less than a volt, is ignored):

\[
V=\int_0^L E\,dx=E(0)L+\frac{aL^2}{2}
\quad\Rightarrow\quad
E(0)=\frac{V}{L}-\frac{aL}{2}.
\]

It is convenient to define

\[
V_d=\frac{aL^2}{2}=\frac{eNL^2}{2\varepsilon}.
\]

Then \(aL/2=V_d/L\), and the fields at the two contacts are

\[
E(0)=\frac{V-V_d}{L},\qquad E(L)=E(0)+aL=\frac{V+V_d}{L}.
\]

The assumption of full depletion is consistent if \(E(0)>0\), that is, if \(V>V_d\). So \(V_d\) is the depletion voltage. Here \(a=1131\ \text{V/cm}^2\), which gives

\[
V_d=\tfrac12(1131)(1)^2\approx 565\ \text{V},
\]

and the field rises from 1435 V/cm at the n⁺ contact to 2565 V/cm at the p⁺ contact.

**The velocity.** A simple interpolation between the low-field law and saturation is

\[
v(E)=\frac{\mu E}{1+\mu E/v_s}.
\]

For \(\mu E\ll v_s\) it gives \(v=\mu E\); for \(\mu E\gg v_s\) it gives \(v=v_s\). It is an empirical form, and its influence on the result is examined in part 4. At the two contacts it gives \(8.5\times10^6\) and \(9.1\times10^6\) cm/s. The field changes by nearly a factor of two across the crystal, but the velocity changes by only about 7 percent. This is what "near-saturated" means here.

**The integral.** The time spent in \(dx\) is \(dx/v\). Inverting the velocity law splits it into two parts:

\[
\frac1v=\frac{1+\mu E/v_s}{\mu E}=\frac1{\mu E}+\frac1{v_s}.
\]

Hence

\[
T=\int_0^L\frac{dx}{v}=\frac{L}{v_s}+\frac1\mu\int_0^L\frac{dx}{E(x)} .
\]

Since \(dE=a\,dx\), the remaining integral is

\[
\int_0^L\frac{dx}{E}=\frac1a\int_{E(0)}^{E(L)}\frac{dE}{E}
=\frac1a\ln\frac{V+V_d}{V-V_d}.
\]

Now set \(r=V_d/V\) and use \(a=2V_d/L^2\):

\[
\frac1{\mu a}\ln\frac{V+V_d}{V-V_d}
=\frac{L^2}{2\mu V_d}\ln\frac{1+r}{1-r}
=\frac{L^2}{\mu V_d}\,\text{artanh}\,r ,
\]

because \(\text{artanh}\,r=\tfrac12\ln[(1+r)/(1-r)]\). Replacing \(V_d\) by \(rV\) gives

\[
\boxed{\,T=\frac{L}{v_s}+\frac{L^2}{\mu V}\,\frac{\text{artanh}\,r}{r},\qquad r=\frac{V_d}{V}<1\,}
\]

For the example \(r=0.283\) and \(\text{artanh}(r)/r=1.028\), so

\[
T=100\ \text{ns}+(12.5\ \text{ns})(1.028)=113\ \text{ns}=0.113\ \mu\text{s}.
\]

The formula was tested against trajectories obtained by integrating \(dx/dt=v(E(x))\) step by step at 1000, 2000 and 3000 V. The transit times agreed to within one part in a million.

**Reading the formula.** The first term is the time at full saturation and does not depend on the bias. The second is the cost of incomplete saturation. Within this model the transit can approach \(L/v_s\) as the bias grows, but cannot fall below it.

The factor \(\text{artanh}(r)/r=1+r^2/3+r^4/5+\dots\) describes the unevenness of the field. All its terms are positive, so at a given bias the space charge lengthens the transit: the time lost in the weak field exceeds the time gained in the strong field. At 2000 V the effect is small, since a uniform field would give 112.5 ns instead of 112.9 ns.

Two limits show where the formula changes character.

- **Bias close to depletion.** As \(V\to V_d\), \(r\to1\) and the logarithm diverges, because the field vanishes at the n⁺ contact and drift there becomes arbitrarily slow. The divergence belongs to the drift-only model. In a real crystal diffusion carries charge through the region of very weak field, so the time stays finite, but the formula no longer gives it.
- **Low field.** If \(\mu V/L\ll v_s\), the second term dominates and \(T\) is close to \(L^2/(\mu V)\) times the unevenness factor. This detector cannot reach that regime while fully depleted. At \(V=V_d\) the ratio \(\mu V/(Lv_s)\) is still \(8\times0.283\approx2.3\). A purer or thinner crystal, with a smaller \(V_d/L\), would be needed.

### 3. Dependence on depth

Let the pair be created at depth \(x_0\). The hole travels from \(x_0\) to \(L\) and the electron from \(x_0\) to 0. The same integral with these limits gives

\[
t_h=\frac{L-x_0}{v_s}+\frac1{\mu a}\ln\frac{E(L)}{E(x_0)},
\qquad
t_e=\frac{x_0}{v_s}+\frac1{\mu a}\ln\frac{E(x_0)}{E(0)} .
\]

In the sum, \(x_0\) and \(E(x_0)\) cancel:

\[
t_h+t_e=\frac{L}{v_s}+\frac1{\mu a}\ln\frac{E(L)}{E(0)}=T .
\]

This holds because both carriers are given the same velocity law, so that together they cover each part of the crystal once at the local speed. The collection time is the larger of \(t_h\) and \(t_e\). The larger of two non-negative numbers with sum \(T\) lies between \(T/2\) and \(T\), so

\[
\frac T2\le t_{\text{coll}}\le T,
\qquad 56\ \text{ns}\le t_{\text{coll}}\le113\ \text{ns}.
\]

The upper end belongs to pairs created at either contact. The lower end belongs to the depth where \(t_h=t_e\), which is 0.492 cm from the n⁺ contact. This is slightly less than half the thickness: with a common velocity law, electrons move through the weaker field and are a little slower, so they need the shorter path. This small shift belongs to the model. In real germanium at these fields electrons are usually faster than holes along the same crystal direction, which outweighs the field difference and moves this depth beyond the middle.

For pairs created uniformly over the depth, the mean can be estimated by taking the speed as constant, \(v=L/T\). The collection time is then \(T\) times the larger of \(x_0/L\) and \(1-x_0/L\). The two halves of the crystal contribute equally, so

\[
\bar t=\frac{2T}{L}\int_{L/2}^{L}\frac{x_0}{L}\,dx_0
=\frac{T}{L^2}\left(L^2-\frac{L^2}{4}\right)=\frac34T\approx85\ \text{ns}.
\]

The average with the actual field is also 85 ns.

**Why the last arrival matters.** The signal does not wait for carriers to reach a contact; it grows while they move. To see this, place a thin sheet of charge \(\sigma\) per unit area at \(x\) between two grounded contacts. Let its fields along \(+x\) be \(E_1\) on the left and \(E_2\) on the right. Gauss's law and zero voltage require

\[
E_2-E_1=\frac{\sigma}{\varepsilon},\qquad E_1x+E_2(L-x)=0 .
\]

Inserting \(E_1=E_2-\sigma/\varepsilon\) into the second equation gives \(E_2L=\sigma x/\varepsilon\). The charge per unit area on the contact at \(L\) is

\[
-\varepsilon E_2=-\sigma\frac{x}{L}.
\]

A displacement \(\Delta x\) thus changes the induced charge by the fraction \(\Delta x/L\) of the moving charge. The bias and the fixed donors add a constant contact charge, which does not affect this change. For contacts much wider than \(L\), the rule also holds for the total charge induced by a single carrier, since a sheet is a sum of such carriers and each induces the same total.

A hole moving by \(L-x_0\) and an electron moving by \(x_0\) the other way contribute with the same sign, in total \(e(L-x_0)/L+ex_0/L=e\). The full charge is therefore registered when the last carrier arrives, and in this model, with equal carriers created at a single point, the rise of the signal lasts between 56 and 113 ns, depending on depth.

### 4. Cases and neglected effects

In each row of the table one setting differs from the reference case and the others are held fixed. The knee exponent \(\beta\) belongs to the more general law

\[
v=\frac{\mu E}{\left[1+(\mu E/v_s)^\beta\right]^{1/\beta}},
\]

which reduces to the law used above for \(\beta=1\). A smaller \(\beta\) means a slower approach to saturation.

| Case | Full transit time (ns) |
|---|---|
| Reference, 2000 V | 113 |
| Bias 1000 V | 128 |
| Bias 3000 V | 108 |
| \(\beta=0.75\) | 130 |
| \(\beta=2\) | 101 |
| \(v_s\) lower by 15 percent | 130 |
| \(v_s\) higher by 15 percent | 100 |
| Mobility of a 100 K crystal | 119 |

Tripling the bias from 1000 to 3000 V shortens the transit by only about 15 percent, because the term \(L/v_s\) does not respond to the bias. This figure belongs to the \(\beta=1\) law with the chosen \(\mu\) and \(v_s\); a carrier that is further from saturation at these fields gains more from a higher bias. The largest uncertainties come from the velocity itself. The change of 15 percent in \(v_s\) is an assumed allowance for crystal direction and for the difference between electrons and holes, not a calculated anisotropy. In the last row the mobility is scaled as (temperature)\(^{-3/2}\), to \(2.7\times10^4\ \text{cm}^2/\text{Vs}\). This exponent is an assumption: the hole mobility of germanium falls faster, roughly as (temperature)\(^{-2.3}\), which would give about 124 ns. The saturation velocity was not changed in that row, so any effect of temperature on it would come in addition.

The remaining effects are smaller than the uncertainty in the velocity law; the largest of them amount to a few nanoseconds.

**Diffusion.** The Einstein relation gives \(D=\mu k_BT_c/e=265\ \text{cm}^2/\text{s}\) at the crystal temperature \(T_c=77\) K. During the transit a cloud of carriers spreads by \(\sqrt{2DT}=77\ \mu\text{m}\). Dividing by the mean velocity \(L/T\) gives a spread in arrival times of 0.87 ns. A random walk to the contact with the same \(D\) and mean velocity also gave 0.87 ns. This is a standard deviation: among \(3\times10^5\) carriers created together, the very last arrives about 4.6 such spreads, or about 4 ns, after the mean. In this field the carriers are hotter than the crystal and the Einstein relation at 77 K is not strictly valid, so the number indicates size only.

**Trapping.** Let carriers be trapped with a lifetime \(\tau\), so that the fraction \(e^{-t/\tau}\) is still moving at time \(t\). At constant speed \(L/T\), each moving carrier induces charge at the rate \(e/T\). The average induced charge per carrier crossing the crystal is

\[
\frac{Q}{e}=\frac1T\int_0^Te^{-t/\tau}dt
=\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\approx1-\frac{T}{2\tau}
\quad(T\ll\tau).
\]

For an assumed lifetime of 100 μs the loss is 0.056 percent. Trapping then hardly affects the time. With a much shorter lifetime the loss, which varies with the depth of the pair, can matter for energy resolution.

**Self-repulsion.** A photon energy of 1 MeV and roughly 3 eV per pair give \(3.3\times10^5\) pairs. Once the electrons and holes have separated, a spherical cloud of one sign with an assumed radius of 0.5 mm has a field of 1.2 V/cm at its edge. This is negligible beside the smallest applied field, 1435 V/cm. The size of the cloud matters more than its field: its far edge arrives about \(0.05\ \text{cm}/(8.9\times10^6\ \text{cm/s})\approx6\) ns after its centre, so the single-point times of part 3 are blurred by several nanoseconds. A much denser cloud, such as a strongly ionizing particle leaves, would not be covered by this estimate.

**Velocity build-up.** The momentum relaxation time from the low-field mobility, \(\mu m/e\), is 2.7 ps, far shorter than the transit.

**Breakdown.** The largest field, 2565 V/cm, is about 3 percent of a rough avalanche field of \(10^5\) V/cm, so carrier multiplication in the bulk can be ignored. Surface leakage may limit the usable voltage much earlier.

### Comparison with real detectors

A thickness of about a centimetre, a net impurity density near \(10^{10}\ \text{cm}^{-3}\), a bias of one to a few kilovolts and a temperature somewhat above that of liquid nitrogen are ordinary for planar high-purity germanium detectors. None of the model's parameters is far from typical. The assumption that real crystals break most clearly is the single velocity law: electrons and holes differ, and at these fields their velocities depend on crystal direction. The table does not model this difference. Its assumed change of 15 percent in \(v_s\) gives full transit times between about 100 and 130 ns, but this range is not a bound for every carrier and crystal direction. The longest collection time is then set by the carrier with the longer full transit. If several deviations act in the same direction, the shift can be larger. With unequal carriers, \(t_h+t_e\) also varies with depth, and the shortest collection time is no longer exactly half the longest. The result describes charge motion in the crystal; the response time of the amplifier is separate and can be much longer.

The longest collection time is thus roughly 100 ns, with 113 ns for the chosen parameters. The values behind these figures are listed in the numerical output.

## Values computed for the example and the checks

```
thickness L = 1.0 cm, bias V = 2000 V, T = 77 K
net donor density N = 1.0e+10 cm^-3
relative permittivity = 16.0
low-field mobility mu = 4.0e+04 cm2/Vs
saturation velocity vs = 1.00e+07 cm/s
first estimate L/vs = 100.0 ns
low-field velocity mu*V/L = 8.00e+07 cm/s
low-field-law time L^2/(mu V) = 12.50 ns
phonon energy = 37 meV
effective mass = 0.12 electron masses
phonon-cycle mean velocity = 1.65e+07 cm/s
field slope a = 1130.9 V/cm^2
depletion voltage Vd = 565.5 V
ratio r = Vd/V = 0.2827
mean field = 2000 V/cm
field at n+ contact = 1435 V/cm
field at p+ contact = 2565 V/cm
velocity at n+ contact = 8.516e+06 cm/s
velocity at mean field = 8.889e+06 cm/s
velocity at p+ contact = 9.112e+06 cm/s
factor artanh(r)/r = 1.0280
mobility part of T = 12.85 ns
transit time, uniform field = 112.50 ns
full transit time T = 112.85 ns = 0.113 us
shortest collection time T/2 = 56.43 ns
depth of shortest time = 0.492 cm from n+ contact
mean over uniform depths = 84.60 ns
T at 1000 V = 128.3 ns
T at 2000 V = 112.9 ns
T at 3000 V = 108.4 ns
neglected effects:
T, knee exponent 0.75 = 129.5 ns
T, knee exponent 2.00 = 100.8 ns
T with vs times 0.85 = 130.5 ns
T with vs times 1.15 = 99.8 ns
mobility at 100 K = 2.70e+04 cm2/Vs
T with that mobility = 119.0 ns
diffusion coefficient D = 265 cm2/s
diffusion width = 77 um
arrival-time spread, formula = 0.87 ns
arrival-time spread, random walk = 0.87 ns
trapping lifetime = 100 us
trapping signal loss = 0.056 percent
photon energy = 1.0 MeV, per pair 3.0 eV
number of pairs = 3.33e+05
cloud radius = 0.5 mm
self-field at cloud edge = 1.20 V/cm
velocity build-up time mu*m/e = 2.7 ps
rough avalanche field = 1e+05 V/cm
largest field / avalanche field = 0.026
```
